# Thermopower of nondegenerate thermionic emission over a planar barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one channel to a planar barrier

### What goes wrong if the barrier alone is counted

An electron must climb a barrier of height $\phi$ to leave a warm contact. It is tempting to stop there and write the voltage per kelvin as $\phi/(eT)$. For $\phi=0.55$ eV and $T=300$ K this gives $1.833$ mV/K. The same reasoning assigns a heat of $0.55$ eV to every electron that crosses.

Both numbers are too small. The electrons that cross have energy to spare at the top, and it travels with them. The spare energy averages $2k_BT$, or $52$ meV at 300 K. Leaving it out loses $0.172$ mV/K from a thermopower of $2.006$ mV/K, which is 9 percent of the total. For a barrier of $5k_BT$ the loss would be two parts in seven. The result to be established is

$$|S|=\frac{\phi}{eT}+\frac{2k_B}{e}.$$

Here $\phi$ is the energy of the barrier top above the common Fermi level at temperature $T$, and $e>0$ is the elementary charge. The result holds in linear response about equilibrium. The measured quantity is the small voltage that stops the current when the two sides differ slightly in temperature. At a voltage held strictly at zero, a thermoelectric current would flow instead.

### Conventions and the model

Two electron reservoirs, hot ($h$) and cold ($c$), have temperatures $T_h,T_c$ and electrochemical potentials $\mu_h,\mu_c$. A voltmeter reads $V=-\mu/e$, because electrons carry charge $-e$. The thermopower is defined at zero current by

$$S=-\frac{V_h-V_c}{T_h-T_c}=\frac{1}{e}\,\frac{\mu_h-\mu_c}{T_h-T_c}.$$

The barrier top is at energy $E_b$. The model assumes the following.

- Each reservoir is in thermal equilibrium up to the barrier top.
- Electrons cross the top without collisions.
- Every electron moving toward the barrier with enough energy in its normal motion crosses, and no other does.
- The band at the top is parabolic with mass $m$.
- The emission is nondegenerate, $E_b-\mu\gg k_BT$, so that the Fermi function at and above the top reduces to $e^{-(E-\mu)/k_BT}$.

States are counted in the plane of the barrier top. The mass inside a metal electrode then does not enter, provided that the metal supplies electrons to all of these states.

### Simple case: one channel

Take first a narrow channel with motion along $z$ only. With two spin directions, the number of electrons crossing per unit time from one reservoir is

$$\Gamma_1=2\int_0^\infty\frac{dp_z}{2\pi\hbar}\,v_z\,e^{-(E_b+p_z^2/2m-\mu)/k_BT}.$$

Let $w=p_z^2/2m$. Then $dw=(p_z/m)\,dp_z=v_z\,dp_z$, so the velocity is absorbed by the change of variable:

$$\Gamma_1=\frac{1}{\pi\hbar}e^{-(E_b-\mu)/k_BT}\int_0^\infty e^{-w/k_BT}dw=\frac{k_BT}{\pi\hbar}\,e^{-(E_b-\mu)/k_BT}.$$

No net current flows when the two reservoirs emit equally. Let the hot side differ from the cold side by small amounts $\delta T$ and $\delta\mu$. The change of $\ln\Gamma_1=\ln T-(E_b-\mu)/k_BT+\text{const}$ must vanish:

$$\frac{\delta T}{T}+\frac{\phi}{k_BT^2}\,\delta T+\frac{\delta\mu}{k_BT}=0,
\qquad \delta\mu=-\left(\frac{\phi}{T}+k_B\right)\delta T .$$

Hence $|S_1|=\phi/(eT)+k_B/e$, and $S_1$ is negative. The hot side emits more readily, so its electrochemical potential must be lower if the flows are to balance.

The extra $k_B$ has a direct reading. The mean normal energy of a crossing electron, measured from the top, is

$$\langle w\rangle=\frac{\int_0^\infty w\,e^{-w/k_BT}dw}{\int_0^\infty e^{-w/k_BT}dw}=k_BT .$$

The electrons present in a given volume at one instant have a mean kinetic energy of $k_BT/2$ per direction. The flux favours fast electrons, because they arrive more often, and this raises the mean to $k_BT$.

### Generalization: a planar barrier

Now let the barrier be a plane with free motion along it. The flux per unit area is

$$\Gamma=\frac{2}{(2\pi\hbar)^3}\int_{p_z>0}d^3p\;v_z\,e^{-(E-\mu)/k_BT},\qquad E=E_b+\frac{p_z^2+p_\perp^2}{2m}.$$

As before, $v_z\,dp_z=dw$. For the transverse part let $u=p_\perp^2/2m$. Then $d^2p_\perp=2\pi p_\perp dp_\perp=2\pi m\,du$. The prefactor becomes $2\cdot2\pi m/(8\pi^3\hbar^3)=m/(2\pi^2\hbar^3)$, and

$$\Gamma=\frac{m}{2\pi^2\hbar^3}\,e^{-(E_b-\mu)/k_BT}\int_0^\infty\!dw\,e^{-w/k_BT}\int_0^\infty\!du\,e^{-u/k_BT}
=\frac{m(k_BT)^2}{2\pi^2\hbar^3}\,e^{-(E_b-\mu)/k_BT}.$$

Each of the two integrals gives one factor $k_BT$. The transverse energy $u$ has the same exponential weight as $w$, so its mean is also $k_BT$. The origin of the two factors differs: for $w$ it is the flux weighting of one direction, and for $u$ it is two directions with $k_BT/2$ each. The average energy of a crossing electron is therefore

$$\langle E\rangle=E_b+k_BT+k_BT=E_b+2k_BT .$$

A momentum-space integration with the full Fermi function, for $\phi=0.55$ eV at 300 K, gives $1.00000$ for each of the two means in units of $k_BT$.

### Stopping the current at any temperature difference

In the nondegenerate regime the balance $\Gamma_h=\Gamma_c$ can be solved without assuming a small temperature difference. Let $\phi_h=E_b-\mu_h$ and $\phi_c=E_b-\mu_c$. The common prefactor cancels:

$$T_h^2e^{-\phi_h/k_BT_h}=T_c^2e^{-\phi_c/k_BT_c}.$$

Take logarithms and solve for $\phi_c$:

$$\phi_c=\frac{T_c}{T_h}\phi_h-2k_BT_c\ln\frac{T_h}{T_c}.$$

Since $\mu_c-\mu_h=\phi_h-\phi_c$,

$$\mu_c-\mu_h=\phi_h\left(1-\frac{T_c}{T_h}\right)+2k_BT_c\ln\frac{T_h}{T_c}.$$

For a small difference $\delta T=T_h-T_c$, the first bracket is $\delta T/T$ and the logarithm is $\delta T/T$ to first order. Therefore

$$\mu_c-\mu_h=\left(\frac{\phi}{T}+2k_B\right)\delta T,\qquad S=-\left(\frac{\phi}{eT}+\frac{2k_B}{e}\right).$$

This is the stated result with its sign. As a test, the voltage that stops the current was found by root finding on the Fermi-Dirac fluxes, with reservoirs $0.1$ K apart around 300 K and $\phi=0.55$ eV. It gives $2.0057$ mV/K, equal to the formula to the digits shown.

The finite-difference formula has its own limit of validity. Both sides must remain nondegenerate. The expression for $\phi_c$ gives

$$\frac{\phi_c}{k_BT_c}=\frac{\phi_h}{k_BT_h}-2\ln\frac{T_h}{T_c},$$

and this must stay well above one. A cold enough second reservoir violates the condition, because its electrochemical potential is pushed up to within a few $k_BT_c$ of the barrier top. The dependence is only logarithmic: for $\phi_h=0.55$ eV at 300 K the ratio is still $12.6$ at $T_c=4$ K and falls to about 4 only near $0.05$ K.

### A more general form: which energies carry the current

The same law follows from a form that will also handle imperfect transmission. For elastic crossing, write the net particle flux as

$$\Gamma_{\rm net}=\int dE\,M(E)\,[f_h(E)-f_c(E)],$$

where $M(E)$ counts the crossing states at energy $E$. The same $M$ serves both directions, so that equilibrium has no flow at any energy.

For the planar barrier, $M$ follows from the integral above. Set $\varepsilon=w+u$. At fixed $\varepsilon$, $u$ runs from $0$ to $\varepsilon$, so $\int dw\,du$ becomes $\int\varepsilon\,d\varepsilon$ and

$$M(E)=\frac{m}{2\pi^2\hbar^3}(E-E_b),\qquad E>E_b .$$

The Fermi function depends on $(E-\mu)/k_BT$. Small changes of $\mu$ and $T$ therefore give

$$\delta f=\left(-\frac{\partial f}{\partial E}\right)\left[\delta\mu+\frac{E-\mu}{T}\,\delta T\right].$$

Setting the net flux to zero yields

$$\delta\mu=-\frac{\langle E-\mu\rangle}{T}\,\delta T,\qquad |S|=\frac{\langle E-\mu\rangle}{eT},$$

where the average has weight $M(E)(-\partial f/\partial E)$. In the nondegenerate regime $-\partial f/\partial E=f/k_BT$, and

$$\langle\varepsilon\rangle=\frac{\int_0^\infty\varepsilon^2e^{-\varepsilon/k_BT}d\varepsilon}{\int_0^\infty\varepsilon\,e^{-\varepsilon/k_BT}d\varepsilon}=\frac{2(k_BT)^3}{(k_BT)^2}=2k_BT .$$

The one-channel limit is recovered by a constant $M$, for which the mean is $k_BT$. The 2 thus records the linear growth of the number of crossing states with energy.

### A barrier that moves with temperature

Suppose that heating one side also shifts the barrier top. Then $M$ changes by some $\delta M$. Its contribution to the net flux is $\delta M\,(f_h-f_c)$, the product of two small quantities, because $f_h=f_c$ at equilibrium. The shift drops out at first order. What enters $S$ is the barrier at the temperature of use, and its slope does not enter.

The test repeated the root finding while the top moved by $-0.2$ meV per kelvin of temperature difference. The result is $2.0056$ mV/K. If the slope did enter, $S$ would change by $0.2$ mV/K.

A Richardson plot behaves differently. There, $\ln(\Gamma/T^2)$ is plotted against $1/k_BT$, and the temperature of the whole contact varies. Let $\phi'=d\phi/dT$. Since $d(1/k_BT)=-dT/(k_BT^2)$, minus the slope is

$$\frac{d(\phi/k_BT)}{d(1/k_BT)}=\phi+\frac{1}{k_BT}\left(-k_BT^2\phi'\right)=\phi-T\phi'.$$

With $\phi'=-0.2$ meV/K this is $0.55+0.06=0.61$ eV, which the slope of the integrated flux confirms as $0.6100$ eV. Put into the thermopower formula in place of $\phi$, it would overstate $|S|$ by $0.06\ \text{eV}/(e\cdot300\ \text{K})=0.2$ mV/K.

### Heat carried by the current

Heat leaving a reservoir is energy measured from its electrochemical potential. Define

$$L_n=\int dE\,M(E)\,(E-\mu)^n\left(-\frac{\partial f}{\partial E}\right).$$

The expression for $\delta f$ then gives the particle and heat fluxes to first order:

$$\Gamma_{\rm net}=L_0\,\delta\mu+L_1\frac{\delta T}{T},\qquad
Q=L_1\,\delta\mu+L_2\frac{\delta T}{T}.$$

The coefficient $L_1$ appears twice, and this links heat to voltage. At equal temperatures, the heat per transferred electron is

$$\frac{Q}{\Gamma_{\rm net}}=\frac{L_1}{L_0}=\phi+2k_BT=eT|S| .$$

This is the Peltier heat. It cools the side that the net electron flow leaves. A bias of $0.1$ mV at 300 K, applied to the integrated fluxes, gives $0.6017$ eV per electron, in agreement with $0.5500+0.0517$ eV.

Let $\Gamma_0$ be the one-way flux at equilibrium. Since $-\partial f/\partial E=f/k_BT$, $L_0=\Gamma_0/k_BT$. The electrical conductance per area is $G=e^2L_0=e^2\Gamma_0/k_BT$.

At zero current $\delta\mu=-(L_1/L_0)\,\delta T/T$. Substitution into $Q$ leaves the electronic heat conductance per area

$$K_e=\frac{Q}{\delta T}=\frac{1}{T}\left(L_2-\frac{L_1^2}{L_0}\right)=\frac{\Gamma_0}{k_BT^2}\left(\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2\right).$$

The constant $\phi$ cancels in the variance. With weight $\varepsilon e^{-\varepsilon/k_BT}$, $\langle\varepsilon^2\rangle=6(k_BT)^2$, so the variance is $(6-4)(k_BT)^2$ and

$$K_e=2k_B\Gamma_0,\qquad \frac{K_e}{GT}=2\left(\frac{k_B}{e}\right)^2 .$$

The integrated heat flux at the open-circuit voltage, with the reservoirs $0.1$ K apart, gives a coefficient of $2.0000$. A high barrier thus gives each electron much heat but leaves little heat flow when the net current is stopped. What remains comes from the spread of energies above the top.

## Second half: valleys, statistics and a germanium contact

### Results carried over

Electrons of charge $-e$ cross a planar barrier whose top lies $\phi$ above the Fermi level. The kinetic energy at the top is $\varepsilon$, and its part in the normal motion is $w$. The one-way particle flux per area at equilibrium is $\Gamma_0$. For elastic crossing,

$$|S|=\frac{\langle E-\mu\rangle}{eT},\qquad \text{weight } M(E)\left(-\frac{\partial f}{\partial E}\right).$$

With $M\propto\varepsilon$ and nondegenerate emission, $\langle\varepsilon\rangle=2k_BT$ and $|S|=\phi/(eT)+2k_B/e$. The Peltier heat per electron is $\phi+2k_BT$, and the electronic heat conductance at zero current is $K_e=2k_B\Gamma_0$.

### Generalization: tilted ellipsoidal valleys

The conduction valleys of germanium are long ellipsoids. Let $\alpha$ be the inverse mass tensor and $\mathbf n$ the barrier normal, so that

$$\varepsilon=\tfrac12\,\mathbf p\cdot\alpha\mathbf p,\qquad v_n=\mathbf n\cdot\alpha\mathbf p .$$

Set $\mathbf q=\alpha^{1/2}\mathbf p$. Then $\varepsilon=q^2/2$, which is isotropic, and $v_n=(\alpha^{1/2}\mathbf n)\cdot\mathbf q$. The velocity is a fixed length $\sqrt{\alpha_{nn}}$, with $\alpha_{nn}=\mathbf n\cdot\alpha\mathbf n$, times the component of $\mathbf q$ along one direction. The average of $\varepsilon$ is the same as for a sphere, $2k_BT$. Tilt and anisotropy leave the thermopower formula unchanged.

They do change the flux. The volume element is $d^3p=d^3q/\sqrt{\det\alpha}$, so the mass in $\Gamma$ becomes

$$m_{\rm em}=\sqrt{\frac{\alpha_{nn}}{\det\alpha}} .$$

For a sphere this is $\sqrt{m^{-1}m^3}=m$, as required. On a (100) surface the normal makes the same angle with all four $\langle111\rangle$ valley axes, with squared cosine $1/3$. Then

$$\alpha_{nn}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\quad
\det\alpha=\frac1{m_lm_t^2},\quad
m_{\rm em}=\sqrt{\frac{m_t^2+2m_lm_t}{3}} .$$

For $m_l=1.6\,m_0$ and $m_t=0.08\,m_0$, with $m_0$ the free-electron mass, four valleys give $4\sqrt{(0.0064+0.256)/3}=1.183$ in units of $m_0$. A three-dimensional integration over one tilted valley gives a mean energy of $2.0000\,k_BT$ and confirms the mass formula within half a percent.

For nondegenerate emission over a planar barrier, the thermopower is $|S|=\phi/(eT)+2k_B/e$, and tilted ellipsoidal valleys change the flux but not this formula. What remains is the correction for lower barriers and the application to a metal–germanium contact, including the neglected effects and the question of where the temperature difference really falls.

Numbers in the example were calculated in double precision.
